# How a scavenging electrode sets the neutral oxygen-vacancy formation energy: verification in Python

```python
"""Neutral oxygen vacancy next to an oxygen-scavenging metal electrode.

Result under test:  E_f = g_v + mu_O,
    mu_O = min over oxides M_a O_b of [g(M_a O_b) - a g(M)] / b
g_v  : free energy of host with one vacancy minus perfect host (no mixing term)
mu_O : oxygen chemical potential set by coexistence of metal and oxide
E_f  : vacancy formation free energy; c/(1-c) = exp(-E_f/kT), c = site fraction
Energies in eV. Zeros: pure metal M, pure host cation A, half an O2 molecule
at zero temperature. All material parameters are round model values.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import linprog, minimize_scalar
from scipy.special import gammaln, logsumexp, xlogy

K_B = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]

temperature = 600.0
kT = K_B * temperature
gas_entropy = 1.0e-3          # eV/K per O atom: mu_O_standard = -T * gas_entropy
pressure_ratio = 0.2          # ambient O2 pressure over standard pressure
g_v = 6.4
oxides = {"M2O": (2, 1, -4.4), "MO": (1, 1, -4.8), "MO2": (1, 2, -9.0)}
host_phases = {"A": (0, 0.0), "AO": (1, -5.8), "AO2": (2, -11.0)}
strong_oxide = -5.4           # energy of XO for a stronger scavenger X
e_s = -4.7                    # energy of one O atom dissolved in metal M


def minimise_phases(compositions, energies, totals):
    """Lowest energy over phase amounts at fixed numbers of atoms."""
    result = linprog(energies, A_eq=np.array(compositions, float).T,
                     b_eq=totals, method="highs")
    assert result.success
    return result.fun, result.x


def buffer_potential(metal_energy, oxide_list):
    return min((g - a * metal_energy) / b for a, b, g in oxide_list)


# Minimum rule against the slope of the minimised energy, random oxide sets
rng = np.random.default_rng(4)
random_sets = 40
worst_rule = 0.0
for _ in range(random_sets):
    metal_energy = rng.uniform(-5, 5)
    trial = [(int(rng.integers(1, 4)), int(rng.integers(1, 6)),
              rng.uniform(-20, 0)) for _ in range(4)]
    comps = [(1, 0)] + [(a, b) for a, b, _ in trial]
    values = [metal_energy] + [g for _, _, g in trial]
    high = minimise_phases(comps, values, [100, 1.5])[0]
    low = minimise_phases(comps, values, [100, 0.5])[0]
    worst_rule = max(worst_rule,
                     abs(high - low - buffer_potential(metal_energy, trial)))
assert worst_rule < 1e-6

# Electrode energy as a function of its oxygen content, 300 metal atoms
metal_atoms = 300
electrode_comps = [(1, 0)] + [(a, b) for a, b, _ in oxides.values()]
electrode_values = [0.0] + [g for _, _, g in oxides.values()]
electrode_energy = np.full(441, np.nan)
for n_oxygen in range(70, 441):
    electrode_energy[n_oxygen] = minimise_phases(
        electrode_comps, electrode_values, [metal_atoms, n_oxygen])[0]

standard_molecules = 1.0e7    # O2 molecules in the box at standard pressure


def log_q(T, gas_shift=0.0):
    """Log of the one-molecule partition function of O2 in the box."""
    return (np.log(standard_molecules)
            - 2 * (gas_shift - T * gas_entropy) / (K_B * T))


def closed_box(T, start_oxygen, gas_shift=0.0):
    """Sum over all ways to share oxygen among host, electrode and gas."""
    sites = 40
    vac, gas = np.meshgrid(np.arange(sites + 1), np.arange(41), indexing="ij")
    log_w = (gammaln(sites + 1) - gammaln(vac + 1) - gammaln(sites - vac + 1)
             - vac * g_v / (K_B * T)
             + gas * log_q(T, gas_shift) - gammaln(gas + 1)
             - electrode_energy[start_oxygen + vac - 2 * gas] / (K_B * T))
    weight = np.exp(log_w - logsumexp(log_w))
    fraction = np.sum(vac * weight) / sites
    energy = -K_B * T * np.log(fraction / (1 - fraction))
    return energy, np.sum(gas * weight) / standard_molecules


mu_metal = buffer_potential(0.0, oxides.values())
mu_spent = oxides["MO2"][2] - oxides["MO"][2]
E_metal = g_v + mu_metal
E_spent = g_v + mu_spent
worst_box = 0.0
for T in (600.0, 1200.0, 2500.0):   # high values are stress tests of the sum
    for start, mu in ((150, mu_metal), (400, mu_spent)):
        box_energy, box_pressure = closed_box(T, start)
        worst_box = max(worst_box, abs(box_energy - g_v - mu))
        log_p = 2 * (mu + T * gas_entropy) / (K_B * T)
        assert abs(np.log(box_pressure) - log_p) < 1e-5
assert worst_box < 1e-6

# An error in the O2 energy moves the gas pressure, not the vacancy energy
gas_error = 0.4
base = closed_box(2500.0, 150)
moved = closed_box(2500.0, 150, gas_error)
assert abs(base[0] - moved[0]) < 1e-6
assert moved[1] < 0.1 * base[1]

# Inert electrode: two vacancies put one more molecule into the gas
mu_standard = -temperature * gas_entropy
mu_inert = mu_standard + 0.5 * kT * np.log(pressure_ratio)
E_inert = g_v + mu_inert


def gas_free_energy(n, gas_shift=0.0):
    return -kT * (n * log_q(temperature, gas_shift) - gammaln(n + 1))


n_gas = pressure_ratio * standard_molecules
inert_direct = g_v + 0.5 * (gas_free_energy(n_gas + 1) - gas_free_energy(n_gas))
inert_moved = g_v + 0.5 * (gas_free_energy(n_gas + 1, gas_error)
                           - gas_free_energy(n_gas, gas_error))
assert abs(inert_direct - E_inert) < 1e-6
assert abs(inert_moved - inert_direct - gas_error) < 1e-6

# Host survival: joint minimisation with excess metal, atoms (metal, A, O)
z_host, g_host = host_phases["AO2"]
host_steps = {name: (g_host - g) / (z_host - z)
              for name, (z, g) in host_phases.items() if z < z_host}
host_limit = max(host_steps.values())


def host_after_contact(metal_oxides):
    """Amounts of A, AO, AO2 left from 10 AO2 with 100 metal atoms."""
    comps = [(1, 0, 0)] + [(a, 0, b) for a, b, _ in metal_oxides]
    comps += [(0, 1, z) for z, _ in host_phases.values()]
    values = [0.0] + [g for _, _, g in metal_oxides]
    values += [g for _, g in host_phases.values()]
    return minimise_phases(comps, values, [100, 10, 20])[1][-3:]


left_M = host_after_contact(list(oxides.values()))
left_X = host_after_contact([(1, 1, strong_oxide)])
assert np.allclose(left_M, [0, 0, 10], atol=1e-6)
assert np.allclose(left_X, [0, 10, 0], atol=1e-6)
assert host_after_contact([(1, 1, host_limit + 0.01)])[2] > 9.999
assert host_after_contact([(1, 1, host_limit - 0.01)])[2] < 0.001
E_strong = g_v + strong_oxide
assert E_strong > 0

# Metal that dissolves oxygen: minimise solution plus MO at fixed oxygen content
g_MO = oxides["MO"][2]


def solution_and_oxide(oxygen):
    """Lowest free energy per metal atom; m = share of metal left as solution."""
    def total(m):
        theta = (oxygen - 1 + m) / m
        mixing = xlogy(theta, theta) + xlogy(1 - theta, 1 - theta)
        return m * (theta * e_s + kT * mixing) + (1 - m) * g_MO
    found = minimize_scalar(total, bounds=(1 - oxygen, 1.0), method="bounded",
                            options={"xatol": 1e-10})
    return min(found.fun, total(1.0))


def slope(oxygen, h=1e-4):
    return (solution_and_oxide(oxygen + h) - solution_and_oxide(oxygen - h)) / (2 * h)


theta_s = np.exp((g_MO - e_s) / kT)
mu_saturated = g_MO - kT * np.log(1 - theta_s)
theta_low = 0.05
mu_unsaturated = e_s + kT * np.log(theta_low / (1 - theta_low))
assert abs(slope(0.4) - mu_saturated) < 1e-6
assert abs(slope(theta_low) - mu_unsaturated) < 1e-6
assert theta_low < theta_s and mu_unsaturated < mu_saturated

wrong_mu = oxides["MO2"][2] / oxides["MO2"][1]
log10_p = 2 * (mu_metal - mu_standard) / kT / np.log(10)
change = E_metal - E_inert

print(f"temperature: {temperature:.0f} K;  kT: {kT:.5f} eV")
print(f"vacancy term g_v: {g_v:.2f} eV")
print(f"gas entropy per O atom: {gas_entropy:.4f} eV/K")
print(f"ambient O2 pressure / standard pressure: {pressure_ratio:.2f}")
for name, (a, b, g) in oxides.items():
    print(f"{name}: energy {g:.2f} eV per formula, {g / b:.2f} eV per O")
for name, (z, g) in host_phases.items():
    print(f"host phase {name}: energy {g:.2f} eV per formula")
print(f"standard mu_O of gas: {mu_standard:.4f} eV")
print(f"mu_O, inert electrode: {mu_inert:.4f} eV")
print(f"mu_O, M with MO: {mu_metal:.4f} eV")
print(f"E_f, inert electrode: {E_inert:.4f} eV = {E_inert / HARTREE:.5f} hartree")
print(f"E_f, M with MO: {E_metal:.4f} eV = {E_metal / HARTREE:.5f} hartree")
print(f"change of E_f: {change:.4f} eV = {change / HARTREE:.5f} hartree")
print(f"log10 vacancy fraction, inert: {-E_inert / kT / np.log(10):.2f}")
print(f"log10 vacancy fraction, M with MO: {-E_metal / kT / np.log(10):.2f}")
print(f"log10 equivalent O2 pressure ratio, M with MO: {log10_p:.2f}")
print(f"E_f if MO2 is wrongly paired with M: {g_v + wrong_mu:.4f} eV")
print(f"vacancy fraction too small by factor: {np.exp((wrong_mu - mu_metal) / kT):.0f}")
print(f"metal used up, MO with MO2: mu_O {mu_spent:.4f} eV, E_f {E_spent:.4f} eV")
for name, value in host_steps.items():
    print(f"mu_O at which AO2 and {name} balance: {value:.4f} eV")
print(f"lowest mu_O the host survives: {host_limit:.4f} eV")
print(f"E_f at that limit: {g_v + host_limit:.4f} eV")
print(f"stronger metal X: mu_O {strong_oxide:.4f} eV, formal E_f {E_strong:.4f} eV")
print(f"10 AO2 after contact with M: {left_M[2]:.1f} AO2, {left_M[1]:.1f} AO left")
print(f"10 AO2 after contact with X: {left_X[2]:.1f} AO2, {left_X[1]:.1f} AO left")
print(f"energy of dissolved O, e_s: {e_s:.2f} eV")
print(f"saturated O per metal atom: {theta_s:.4f}")
print(f"saturated metal: mu_O {mu_saturated:.4f} eV, E_f {g_v + mu_saturated:.4f} eV")
print(f"unsaturated metal, O per metal atom: {theta_low:.2f}")
print(f"unsaturated: mu_O {mu_unsaturated:.4f} eV, E_f {g_v + mu_unsaturated:.4f} eV")
print(f"O2 energy error tried: {gas_error:.2f} eV")
print(f"  shift of E_f, inert electrode: {inert_moved - inert_direct:.4f} eV")
print(f"  shift of E_f, M with MO: {abs(moved[0] - base[0]):.4f} eV")
print(f"random oxide sets tested: {random_sets}")
print(f"minimum rule, largest error below 1e-6 eV: {worst_rule < 1e-6}")
print(f"closed-box sum, largest error below 1e-6 eV: {worst_box < 1e-6}")
print("done: every assertion held")
```

Printed output:

```
temperature: 600 K;  kT: 0.05170 eV
vacancy term g_v: 6.40 eV
gas entropy per O atom: 0.0010 eV/K
ambient O2 pressure / standard pressure: 0.20
M2O: energy -4.40 eV per formula, -4.40 eV per O
MO: energy -4.80 eV per formula, -4.80 eV per O
MO2: energy -9.00 eV per formula, -4.50 eV per O
host phase A: energy 0.00 eV per formula
host phase AO: energy -5.80 eV per formula
host phase AO2: energy -11.00 eV per formula
standard mu_O of gas: -0.6000 eV
mu_O, inert electrode: -0.6416 eV
mu_O, M with MO: -4.8000 eV
E_f, inert electrode: 5.7584 eV = 0.21162 hartree
E_f, M with MO: 1.6000 eV = 0.05880 hartree
change of E_f: -4.1584 eV = -0.15282 hartree
log10 vacancy fraction, inert: -48.37
log10 vacancy fraction, M with MO: -13.44
log10 equivalent O2 pressure ratio, M with MO: -70.56
E_f if MO2 is wrongly paired with M: 1.9000 eV
vacancy fraction too small by factor: 331
metal used up, MO with MO2: mu_O -4.2000 eV, E_f 2.2000 eV
mu_O at which AO2 and A balance: -5.5000 eV
mu_O at which AO2 and AO balance: -5.2000 eV
lowest mu_O the host survives: -5.2000 eV
E_f at that limit: 1.2000 eV
stronger metal X: mu_O -5.4000 eV, formal E_f 1.0000 eV
10 AO2 after contact with M: 10.0 AO2, -0.0 AO left
10 AO2 after contact with X: 0.0 AO2, 10.0 AO left
energy of dissolved O, e_s: -4.70 eV
saturated O per metal atom: 0.1446
saturated metal: mu_O -4.7919 eV, E_f 1.6081 eV
unsaturated metal, O per metal atom: 0.05
unsaturated: mu_O -4.8522 eV, E_f 1.5478 eV
O2 energy error tried: 0.40 eV
  shift of E_f, inert electrode: 0.4000 eV
  shift of E_f, M with MO: 0.0000 eV
random oxide sets tested: 40
minimum rule, largest error below 1e-6 eV: True
closed-box sum, largest error below 1e-6 eV: True
done: every assertion held
```
